\section*{Reaction-Path Degeneracy from Symmetry Numbers and Optical Isomer Counts, part 2}

The problem is to find the factor $L$, the reaction-path degeneracy, by which equivalent saddles multiply a classical transition-state rate constant. The Pollak--Pechukas rule is
\begin{equation}
k=L\,k_1,\qquad
L=\frac{n^\ddagger}{\sigma^\ddagger}\prod_i\frac{\sigma_i}{n_i},
\label{eq:rule}
\end{equation}
where $i$ runs over the reactants, here A and B. The rate constant $k_1$ belongs to one saddle and one version of each reactant, with all nuclei labelled and no symmetry numbers. The rotational symmetry number $\sigma$ counts the distinct permutations of identical nuclei, including the identity, produced by proper rotations. The isomer count $n$ is 2 for a chiral structure and 1 otherwise. The quantities $\sigma^\ddagger$ and $n^\ddagger$ refer to the directed saddle, which carries an arrow from reactants to products that its symmetry operations must preserve. The bare saddle has no arrow.

Nucleus $j$ has mass $m_j$, position $\mathbf x_j$ and momentum $\mathbf p_j$. The energy is $H=\sum_j \mathbf p_j^2/2m_j+V(\mathbf x)$, and $\beta=1/k_BT$. The function $s(\mathbf x)$ vanishes on the dividing surface and increases along the arrow; $\dot s$ is its rate of change. One pair in the volume $\mathcal V$ reacts with frequency $k/\mathcal V$. With $|\nabla s|_M^2=\sum_j|\nabla_js|^2/m_j$, the flux formula is
\begin{equation}
k_1=\mathcal V\sqrt{\frac{k_BT}{2\pi}}\;
\frac{\displaystyle\int_{\rm patch}d\mathbf x\,\delta(s)\,|\nabla s|_M\,e^{-\beta V}}
{\displaystyle\int_{\rm reactant}d\mathbf x\,e^{-\beta V}} .
\label{eq:k1}
\end{equation}
The patch is the piece of the surface $s=0$ near one labelled saddle.

The first derivation obtained the rule by dividing the number of labelled directed saddles by the number of labelled reactant versions. The factorials that count label placements cancelled. It gave $L=4$ for H + CH$_4$ and for CH$_3$ + H$_2$, and $L=2$ for H + H$_2$ and for H + CH$_2$FCl. For H + H$_2$ the bare symmetry number would give 1. The second derivation, which follows, uses no labels.

\subsection{Integration over unlabelled configurations}

Describe a configuration by stating which points of space are occupied by which element, without saying which of several identical nuclei is where. Near a reference structure with sites $\mathbf a_i$, the occupied points can be written as
\begin{equation}
\mathbf x_i=\mathbf X+O(\mathbf a_i+\mathbf u_i),
\label{eq:param}
\end{equation}
where $\mathbf X$ is the centre of mass, $O$ is a proper rotation and the $\mathbf u_i$ are small internal displacements. The displacements obey the usual conditions that exclude overall translation and rotation.

An ordinary rotational integral runs over all $O$. It may meet the same unlabelled configuration several times. Suppose that a proper rotation $S$ of the reference structure permutes its sites, $S\mathbf a_i=\mathbf a_{\pi(i)}$. Take a second set of parameters
\begin{equation}
O'=OS^{-1},\qquad \mathbf u'_{\pi(i)}=S\mathbf u_i .
\end{equation}
The point it assigns to site $\pi(i)$ is
\begin{align}
\mathbf X+O'(\mathbf a_{\pi(i)}+\mathbf u'_{\pi(i)})
&=\mathbf X+OS^{-1}(S\mathbf a_i+S\mathbf u_i)\nonumber\\
&=\mathbf X+O(\mathbf a_i+\mathbf u_i)=\mathbf x_i .
\end{align}
The same points are occupied by the same elements, so both sets describe one unlabelled configuration. For small displacements there are no further coincidences, because two parameter sets that agree must be related by a rotation matching the sites of the reference structure. Each configuration is therefore covered $\sigma$ times. For a linear structure, $O$ is replaced by the direction of the axis, and the argument holds with rotations about the axis left out.

Because $O$ is a proper rotation, \eqref{eq:param} reaches one hand of a chiral structure. The other hand requires a second integral of equal value. If $z$ denotes the integral over all parameters for one hand, the integral in which each physical state appears once is
\begin{equation}
Z=\frac{n}{\sigma}\,z .
\label{eq:Z}
\end{equation}
This is the origin of the symmetry number in a classical rotational partition function. The momenta transform along with the positions and do not alter the covering number.

\subsection{The flux without labels}

The same parameters describe the neighbourhood of the saddle. Let $f$ be the flux integral over \eqref{eq:param}, restricted to $s=0$ and $\dot s>0$. A rotation that preserves the arrow maps this region onto itself and causes repeated covering. A rotation that reverses the arrow sends $(s,\dot s)$ to $(-s,-\dot s)$ and therefore takes a point of the region outside it. It causes no repetition.

For a symmetric exchange, crossings with $\dot s<0$ are also reactions, since both sides are reactants of the same species. If a rotation reverses the arrow, each such crossing has another set of parameters with $\dot s>0$ and is already included in $f$. If an improper operation alone reverses it, these crossings form the second hand of the directed saddle. If no operation reverses it, these crossings belong to a second, inequivalent directed saddle, whose contribution is added separately. The flux through one kind of directed saddle, with each event counted once, is in every case
\begin{equation}
F=\frac{n^\ddagger}{\sigma^\ddagger}\,f .
\end{equation}

For separated molecules the population is $Z_AZ_B$, and one pair in the volume $\mathcal V$ reacts with frequency $F/(Z_AZ_B)=k/\mathcal V$. Using \eqref{eq:Z} for each reactant,
\begin{equation}
k=\mathcal V\frac{F}{Z_AZ_B}
=\frac{n^\ddagger}{\sigma^\ddagger}\,
\frac{\sigma_A\sigma_B}{n_An_B}\;
\frac{\mathcal V f}{z_Az_B}.
\end{equation}
The last fraction contains one saddle and one version of each reactant, without symmetry numbers. It is $k_1$, and the factor in front is $L$. No factorials were needed.

The formula also shows how double counting arises. One may put $n/\sigma$ into every partition function, or leave it out and multiply by $L$. Doing both would insert the degeneracy twice.

\subsection{Two reactions with twisted saddles}

Hydrogen peroxide is chiral in its twisted equilibrium geometry and has a twofold axis, so $\sigma=2$ and $n=2$. When H attacks one of its hydrogens the axis is lost but the twist remains, giving $\sigma^\ddagger=1$ and $n^\ddagger=2$. Then
\begin{equation}
L=\frac{2}{1}\times\frac{2}{2}=2 .
\end{equation}
A molecule of one hand has two hydrogens to offer, and each leads to a saddle derived from that same hand. Counting isomers for the saddle but not for the reactant would give 4. The real molecule is not rigid in its torsion. MP2 estimates place the planar trans barrier between the hands at about 350 to 420 cm$^{-1}$, depending on the basis, or roughly $2k_BT$ at 300 K. Mirror symmetry still makes the two halves of the torsional range equal, but at such temperatures the integral for one hand must be taken over its half of the range and not from small displacements.

For OH + H$_2$O, take an idealized twisted saddle with a twofold axis through the transferred hydrogen. The axis exchanges the two OH groups, and so exchanges reactants and products. The bare saddle has symmetry number 2, while the directed saddle has $\sigma^\ddagger=1$ and $n^\ddagger=2$. Water has $\sigma=2$, so
\begin{equation}
L=\frac{2}{1}\times\frac{2}{1}=4 .
\end{equation}
Either hydrogen can be transferred, and for each the twist can have either sense. The number of hydrogens alone gives 2, and so does the rule with the bare symmetry number.

This case also shows where the rule can fail. If the barrier between the two senses of twist is comparable with $k_BT$, the two saddle regions merge. Mirror symmetry still makes the two halves of the torsional range, divided at the untwisted geometries, contribute equal flux. But $k_1$ can no longer be obtained from small displacements about one twisted saddle, and the torsional motion must be integrated explicitly over its range.

The degeneracies of these two reactions and of H + CH$_4$, CH$_3$ + H$_2$, H + H$_2$ and H + CH$_2$FCl were tested by listing all labelled saddles and reactants for idealized geometries and counting the saddles attached to each reactant. The symmetry numbers came from a separate search over rotations. Both routes agree in all six cases, as the numerical output shows.

\subsection{The one-saddle rate constant}

The factor of two for a symmetric exchange can also be tested by integrating a flux. For this one needs $k_1$ for X + X$_2$ in the rigid-rotor, harmonic approximation. Divide each phase-space integral by one factor of Planck's constant $h$ per coordinate. The reaction coordinate, with momentum $p$ and effective mass $\mu$, contributes
\begin{equation}
\frac1h\int_0^\infty\frac p\mu\,e^{-p^2/2\mu k_BT}\,dp=\frac{k_BT}{h}.
\end{equation}
A vibration of frequency $\nu$ contributes
\begin{equation}
\frac1h\sqrt{2\pi\mu k_BT}\,\sqrt{\frac{2\pi k_BT}{\mu(2\pi\nu)^2}}
=\frac{k_BT}{h\nu}.
\end{equation}
A linear rotor with moment of inertia $I$ contributes $8\pi^2Ik_BT/h^2$: the two momentum integrals give $2\pi Ik_BT\sin\theta$, and the angles give $4\pi$. Translation of a mass $m$ contributes $(2\pi mk_BT/h^2)^{3/2}$ per unit volume. No symmetry number has been inserted.

Let $m$ now be the mass of X, $r_e$ the bond length of X$_2$, and $r^\ddagger$ each of the two equal bond lengths at the linear saddle. The moments of inertia are $mr_e^2/2$ and $2m(r^\ddagger)^2$. With barrier $E^\ddagger$,
\begin{align}
k_1&=\frac{k_BT}{h}\,q_tq_rq_v\,e^{-E^\ddagger/k_BT},\\
q_t&=\left(\frac{3m}{m\cdot2m}\,\frac{h^2}{2\pi k_BT}\right)^{3/2},\qquad
q_r=4\left(\frac{r^\ddagger}{r_e}\right)^2,\\
q_v&=\left(\frac{k_BT}{h}\right)^2\frac{\nu_R}{\nu_b^2\nu_s}.
\end{align}
Here $\nu_R$ belongs to X$_2$, $\nu_b$ to the two equal bends and $\nu_s$ to the symmetric stretch of the saddle. The powers of $h$ are $-1$ from the reaction coordinate, $+3$ from $q_t$ and $-2$ from $q_v$. They sum to zero, as a classical rate requires.

\subsection{A model exchange reaction}

The energy is the London--Eyring--Polanyi--Sato form. For each distance $r_i$ set $w_i=e^{-\alpha(r_i-r_e)}$ and
\begin{align}
A_i&=D(w_i^2-2w_i)(1+\kappa),\qquad
B_i=\tfrac12D(w_i^2+2w_i)(1-\kappa),\nonumber\\
Q_i&=\tfrac12(A_i+B_i),\qquad J_i=\tfrac12(A_i-B_i),\nonumber\\
V&=D+\frac{\sum_iQ_i-\sqrt{\frac12\sum_{i<j}(J_i-J_j)^2}}{1+\kappa}.
\end{align}
The chosen parameters are $D=4.5$ eV, $\alpha=1.9$ \AA$^{-1}$, $r_e=0.75$ \AA, $\kappa=0.15$ and $m=1$ u. The saddle has $r^\ddagger=0.939$ \AA\ and $E^\ddagger=0.344$ eV. Its bends lie at 848 cm$^{-1}$ and its symmetric stretch at 2036 cm$^{-1}$. The stretch of X$_2$ lies at 4204 cm$^{-1}$.

At 300 K, $k_BT/h=6.251\times10^{12}$ s$^{-1}$, $q_t=1.881\times10^{-30}$ m$^3$, $q_r=4(0.939/0.75)^2=6.27$ and $q_v=0.1247$. The Boltzmann factor is $1.656\times10^{-6}$. Their product is $k_1=1.52\times10^{-17}$ cm$^3$\,s$^{-1}$, and $L=2$ gives $3.05\times10^{-17}$ cm$^3$\,s$^{-1}$.

For comparison, the flux can be integrated over the whole surface surrounding one labelled X$_2$. Let $r$ be its bond length, $R$ the distance of the incoming atom from its midpoint, and $c$ the cosine of the angle between these two directions. The surface is reached when the nearer new distance equals $r$:
\begin{equation}
R^2+\tfrac14r^2-Rr|c|=r^2
\;\Rightarrow\;
R=\tfrac12r\left(|c|+\sqrt{c^2+3}\right).
\end{equation}
Take $s$ as $r$ minus the nearer new distance. Then $|\partial s/\partial R|=(R-r|c|/2)/r$ on the surface. Each end atom contributes 1 to $m|\nabla s|_M^2$. The middle atom contributes the squared difference of two unit vectors at the bond angle $\theta$, which is $2-2\cos\theta$. The sum is $4-2\cos\theta$, and the flux formula becomes
\begin{equation}
k_{\rm flux}=\sqrt{\frac{k_BT}{2\pi m}}\,
\frac{\displaystyle\int dr\int_{-1}^{1}dc\;8\pi^2r^2R^2\,
\frac{\sqrt{4-2\cos\theta}}{|\partial s/\partial R|}\,e^{-\beta V}}
{\displaystyle\int dr\,4\pi r^2e^{-\beta V_{X_2}}}.
\end{equation}
The integrals over $r$ are taken from 0.5 to 1.6 \AA. Extended to infinity they would formally diverge, because $V\to D$, but the dissociated region has negligible weight at these temperatures. No degeneracy factor has been put in. The range of $c$ covers both ends of the molecule, and since the integrand is even in $c$ the two ends contribute equally. The integration therefore tests that each end supplies one $k_1$.

The ratio $k_{\rm flux}/k_1$ is 1.893 at 300 K, 1.961 at 100 K, 1.980 at 50 K and 1.990 at 25 K. Near a minimum on the surface, displacements scale as $\sqrt T$. Corrections of odd order in the displacement average to zero, so the first correction to the harmonic, rigid-rotor result is proportional to $T$. Removing this term using the two lowest temperatures gives $2(1.9900)-1.9802=1.9998$, where the fourth decimals are uncertain by about one unit. The limit agrees with 2 and excludes the value 1 obtained from the bare saddle. At 300 K the integrated rate constant is $2.88\times10^{-17}$ cm$^3$\,s$^{-1}$, about 5\% below $2k_1$. These are classical results for the model, without tunnelling, zero-point energy or recrossing. They test the counting and are not estimates for real hydrogen atoms. At 300 K the stretch of X$_2$ has $h\nu/k_BT\approx20$, and quantum harmonic vibrations alone would multiply $q_v$ by about 26.

\subsection{What the two derivations assume}

The first derivation follows one labelled reactant. It needs equilibrium within that reactant's region, but no equilibrium between labelled versions. Its additional requirement is that symmetry connect all the versions, so that each has the same number of exits. It therefore shows what happens when two chiral reactants meet: $L$ is an average, and a chosen pair of hands may have $2L$ saddles of a given kind or none.

The second derivation never asks which saddle belongs to which reactant. It compares the total flux with the total population, and so assumes from the start that both hands of each chiral reactant are present in equal amounts. With one chiral reactant this restriction is harmless, because inversion gives both hands the same rate constant. With two, the result applies to the racemic mixture.

Both derivations require localized structures. In the first, overlapping regions make the number of versions ill defined; in the second, they spoil the uniform covering of configurations. Both are also classical. At temperatures where few rotational levels are occupied, exchange symmetry ties the allowed rotational states to the nuclear spins, and division by $\sigma$ no longer replaces the sum over those states.

\section*{Computed values}
\begin{verbatim}
Symmetry numbers s, isomer counts n (dimensionless)
H + CH4: reactants s=12 n=1; directed saddle s=3 n=1
  bare saddle s=3 n=1, rule with it 4
  labelled saddles 40, reactants 10; counted L=4, rule L=4
CH3 + H2: reactants s=12 n=1; directed saddle s=3 n=1
  bare saddle s=3 n=1, rule with it 4
  labelled saddles 40, reactants 10; counted L=4, rule L=4
H + H2: reactants s=2 n=1; directed saddle s=1 n=1
  bare saddle s=2 n=1, rule with it 1
  labelled saddles 6, reactants 3; counted L=2, rule L=2
H + CH2FCl: reactants s=1 n=1; directed saddle s=1 n=2
  bare saddle s=1 n=2, rule with it 2
  labelled saddles 12, reactants 6; counted L=2, rule L=2
H + H2O2: reactants s=2 n=2; directed saddle s=1 n=2
  bare saddle s=1 n=2, rule with it 2
  labelled saddles 24, reactants 12; counted L=2, rule L=2
OH + H2O: reactants s=2 n=1; directed saddle s=1 n=2
  bare saddle s=2 n=2, rule with it 2
  labelled saddles 24, reactants 6; counted L=4, rule L=4
Model X + X2 on a LEPS surface
well depth 4.5 eV, Morse range 1.9 1/angstrom
bond length 0.75 angstrom, Sato parameter 0.15
atomic mass 1.0 u
saddle bond length 0.9390 angstrom, barrier 0.3441 eV
saddle bends 848.2, 848.2 cm^-1
saddle symmetric stretch 2036.4 cm^-1
saddle imaginary frequency 1829.5 i cm^-1
X2 frequency 4203.6 cm^-1
T=300 K: full flux / one-saddle rate = 1.8928
T=100 K: full flux / one-saddle rate = 1.9612
T=50 K: full flux / one-saddle rate = 1.9802
T=25 K: full flux / one-saddle rate = 1.9900
linear extrapolation to T=0: 1.9998
At 300 K: kT/h = 6.2510e+12 s^-1
translational ratio 1.8813e-30 m^3
rotational ratio 6.2698, vibrational ratio 0.1247
Boltzmann factor 1.6556e-06
one-saddle rate constant 1.5226e-17 cm^3/s
times L=2: 3.0453e-17 cm^3/s
full flux integral: 2.8820e-17 cm^3/s
\end{verbatim}
